# High-momentum tail and residual kinetic energy of norm-conserving pseudo-orbitals, part 2

A norm-conserving pseudo-orbital \(\psi=r^{-1}u(r)Y_{l\mu}\), with \(\int u^2dr=1\), is a smooth trial function inside \(r_c\), joined there to the all-electron orbital. The problem is how its momentum amplitude \(\phi(q)\) and the part \(\Delta T\) of its kinetic energy \(T\) above a cutoff \(q_c\) fall at large wave number. Units are SI; \(a_0\) is the Bohr radius.

With \([f]=f(r_c^+)-f(r_c^-)\), \([u^{(n)}]=0\) for \(n\le M\) and \([u^{(M+1)}]=J\). Elsewhere \(u\) is smooth on each side, with \(u=r^{l+1}\sum_{s\ge0}a_sr^s\) near the origin. Write \(k=qr_c\), \(k_c=q_cr_c\), \(E_{\rm cut}=\hbar^2q_c^2/2m_e\), and \(S(y)=y\,j_l(y)\) with \(j_l\) the spherical Bessel function. Then

\[
\phi(q)=\sqrt{\frac2\pi}\int_0^\infty r\,u\,j_l(qr)\,dr=\sqrt{\frac2\pi}\,\frac{F[u]}{q},\qquad F[u]=\int_0^\infty u(r)\,S(qr)\,dr,\tag{2}
\]

\[
\Delta T(q_c)=\frac{\hbar^2}{2m_e}\int_{q_c}^\infty q^4\phi^2\,dq=\frac{\hbar^2}{\pi m_e}\int_{q_c}^\infty q^2F^2\,dq .\tag{3}
\]

With \(L=-d^2/dr^2+l(l+1)/r^2\), \(b_\nu\) the coefficient of \(r^{-l}\) in \(L^\nu u\), \((-1)!!=1\), and \(S,S'\) taken at \(qr_c\),

\[
F[u]=\sum_{\nu=0}^{n-1}q^{-2\nu-2}\left\{qS'[L^\nu u]-S[(L^\nu u)']+\frac{b_\nu\,q^{l+1}}{(2l-1)!!}\right\}+q^{-2n}F[L^nu].\tag{11}
\]

The joint at \(r_c\) contributes, with \(\gamma\) a pure number,

\[
F_{\rm joint}=-J\,q^{-(M+2)}\left[\sin\theta+\frac{\gamma}{k}\cos\theta+O(k^{-2})\right],\qquad\theta=k+\frac{(M-l)\pi}{2},\tag{12}
\]

\[
\phi_{\rm joint}=-\sqrt{\frac2\pi}\;J\,q^{-(M+3)}\left[\sin\theta+O(k^{-1})\right].\tag{13}
\]

The origin contributes

\[
F_{\rm origin}=\sum_{s\ {\rm odd}}A_s\,q^{-(l+s+2)},\qquad A_s=\frac{a_s}{(2l-1)!!}\prod_\sigma\left[-(\sigma-l-1)(\sigma+l)\right],\tag{14}
\]

with \(\sigma=l+1+s,\ l-1+s,\dots,-l+2\). The joint controls the tail if the lowest odd \(s\) with \(a_s\ne0\) obeys

\[
l+s>M .\tag{15}
\]

Then, with \(\theta_c\) the value of \(\theta\) at \(k_c\),

\[
\Delta T(q_c)=\frac{\hbar^2J^2}{2\pi m_e(2M+1)}\,q_c^{-(2M+1)}\left[1+\frac{2M+1}{2q_cr_c}\sin2\theta_c+O\!\left((q_cr_c)^{-2}\right)\right].\tag{19}
\]

The leading origin term alone gives

\[
\Delta T_{\rm origin}=\frac{\hbar^2A_s^2}{\pi m_e\,[2(l+s)+1]}\,q_c^{-[2(l+s)+1]} ,\tag{20}
\]

which replaces (19) for \(l+s<M\).

The screened pseudopotential \(V\), at the all-electron eigenvalue \(\varepsilon\), obeys

\[
u''=W u,\qquad W=\frac{l(l+1)}{r^2}+\frac{2m_e}{\hbar^2}(V-\varepsilon).\tag{21}
\]

For \(u(r_c)\neq0\) and \(M\ge1\),

\[
J=\frac{2m_e}{\hbar^2}\,u(r_c)\left[V^{(M-1)}\right].\tag{22}
\]

### The Kerker and Troullier-Martins forms

Both schemes write, for \(x=r/r_c\le1\),

\[
u=r_c^{-1/2}w(x),\qquad w=x^{l+1}e^{p(x)},\qquad p=\sum_nc_nx^n .\tag{23}
\]

From \(w'/w=(l+1)/x+p'\) follows \(w''/w=(w'/w)'+(w'/w)^2=l(l+1)/x^2+p''+2(l+1)p'/x+p'^2\), and (21) gives

\[
V-\varepsilon=E_0\left[p''+\frac{2(l+1)}xp'+p'^2\right],\qquad E_0=\frac{\hbar^2}{2m_er_c^2}.\tag{24}
\]

A term \(c_1x\) would put \(2(l+1)c_1/x\) into \(V\) and is excluded. With \(c_1=0\) the term linear in \(x\) is \([6+6(l+1)]c_3x\), and the quadratic term is \([12c_4+8(l+1)c_4+4c_2^2]x^2=4[(2l+5)c_4+c_2^2]x^2\). Beyond the outermost node the outer function can also be written \(x^{l+1}e^{p_{\rm out}}\), up to an overall sign. Continuity of \(u,\dots,u^{(M)}\) is then continuity of \(p,\dots,p^{(M)}\) at \(x=1\). Near that point the continued functions satisfy \(w_{\rm out}-w_{\rm in}=w_{\rm out}(1-e^{p-p_{\rm out}})\), and \(p-p_{\rm out}\) begins at order \((x-1)^{M+1}\), so the dimensionless jump \(j=Jr_c^{M+3/2}\), not to be confused with \(j_l\), is

\[
j=w(1)\left[p_{\rm out}^{(M+1)}(1)-p^{(M+1)}(1)\right].\tag{25}
\]

The Kerker form uses the powers \(0,2,3,4\). Three coefficients match \(p,p',p''\), so \(M=2\), and the fourth conserves the norm inside \(r_c\). Two polynomials that satisfy the matching differ by a multiple of \((1-x)^3(1+3x)\), the quartic with a triple zero at 1 and no linear term. It is positive on \([0,1)\), so the inner norm runs monotonically from zero to infinity along it and the solution is unique. The lowest odd term of \(e^p\) is \(e^{c_0}c_3x^3\), so \(s=3\) and \(l+3>2\) satisfies (15) for every \(l\). The tail is \(q^{-5}\) and the exponent of \(\Delta T\) is 5. The margin in (15) is a single power for \(l=0\). By (24) the odd term corresponds to a potential linear in \(r\) at the origin, a conical tip, and by (22) the joint corresponds to a jump in the slope of \(V\) at \(r_c\).

The Troullier-Martins form uses the powers \(0,2,\dots,12\). Five conditions match \(p,\dots,p^{(4)}\), so \(M=4\), one conserves the norm, and the last sets \(V''(0)=0\), which by (24) is \(c_4=-c_2^2/(2l+5)\). With \(t=x^2\), matched polynomials differ by \((1-t)^5(\alpha+\beta t)\), whose \(t\) and \(t^2\) coefficients are \(\beta-5\alpha\) and \(10\alpha-5\beta\). Unit \(c_2\) at zero \(c_4\) needs \(\beta=2\alpha,\ \alpha=-\tfrac13\), and unit \(c_4\) at zero \(c_2\) needs \(\beta=5\alpha,\ \alpha=-\tfrac1{15}\). The dependence of \(p\) on \(c_2\) is therefore

\[
(1-t)^5\left[-\frac{c_2}3(1+2t)+\frac{c_2^2}{15(2l+5)}(1+5t)\right],\tag{26}
\]

which is convex in \(c_2\) at each \(t<1\). The norm, an integral of the exponential of a convex function, is convex and diverges in both directions, so it meets its target at most twice, and the root of smaller \(|c_2|\) is used below. Since \(p\) is even, all \(b_\nu\) vanish and (15) holds trivially. If \(J\ne0\), (13) and (19) give

\[
\phi\sim q^{-7},\qquad\Delta T\to\frac{\hbar^2J^2}{18\pi m_e}\,q_c^{-9},\qquad J=\frac{2m_e}{\hbar^2}u(r_c)[V'''] .\tag{27}
\]

Norm conservation and \(V''(0)=0\) do not enter the exponent. They select the coefficients and so fix \(J\). Evenness does enter. Extending the Kerker polynomial to the powers \(0,2,3,4,5,6\) also achieves \(M=4\), but with \(s=3\), so for \(l=0\) condition (15) fails and (20) predicts the exponent 7.

### Numerical tests

The numerical check pseudizes the exact nonrelativistic hydrogen \(1s\) orbital at \(r_c=a_0\) and the \(2p\) orbital at \(r_c=2a_0\), and evaluates \(F\) from the definition (2) in extended precision up to \(k=160\pi\). For six orbitals it asserts the norm and the kinetic energy in momentum space to a relative \(10^{-6}\), the series (11) to \(10^{-6}\) of the envelope at three wave numbers, the sign and size of the leading term to 1% as the mean over two points near \(157\pi\) a distance \(\pi\) apart (neighbouring antinodes of the joint term, so that the correction from the other singular point, about 10% at a single point for the Kerker \(1s\) orbital, alternates in sign and cancels), and (22) against the Coulomb potential to \(10^{-10}\). For the three orbitals with odd powers it asserts that (11) fails without the origin terms, and for the three even ones that the \(\sin2\theta_c\) term of (19) holds to 10% of itself. The factors in (14) are tested separately for \(l=0\) to 3. The exponent is measured from the ratio of \(\int k^2F^2dk\) over \([78\pi,80\pi]\) and \([158\pi,160\pi]\) and must lie within 0.15 of the prediction. The last column is the integral over \([100\pi,160\pi]\) divided by the difference, between \(k_c=100\pi\) and \(160\pi\), of the sum of the leading terms of (19) and (20), required to be within 4% of one.

| orbital | \(M\) | predicted | measured | ratio |
|---|---|---|---|---|
| TM \(1s\) | 4 | 9 | 9.009 | 1.0028 |
| TM \(2p\) | 4 | 9 | 8.999 | 0.9978 |
| Kerker \(1s\) | 2 | 5 | 5.105 | 1.0110 |
| Kerker \(2p\) | 2 | 5 | 5.002 | 1.0001 |
| even \(p\), \(2p\) | 3 | 7 | 7.007 | 1.0023 |
| odd powers, \(1s\) | 4 | 7 | 7.005 | 1.0013 |

The last row is the counterexample, with four continuous derivatives and exponent 7. Its dimensionless origin coefficient is \(24e^{c_0}c_3=24\,e^{0.5742}\times5.2414=223.4\).

### Worked example: hydrogen \(1s\) at \(r_c=a_0\)

The nucleus is taken as infinitely heavy. Then \(r_c=5.291772\times10^{-11}\) m and \(E_0=2.179872\times10^{-18}\) J, which for this radius equals the all-electron kinetic energy. Outside, \(w=2xe^{-x}\), so \(w(1)=2/e=0.73576\), \(u(r_c)=1.011428\times10^5\ \mathrm{m^{-1/2}}\), and \(p_{\rm out}=\ln2-x\) has no derivative beyond the first. In scaled form the leading term of (19) is \(E_0j^2k_c^{-(2M+1)}/[\pi(2M+1)]\), obtained by inserting \(J=jr_c^{-(M+3/2)}\) and \(\hbar^2/2m_e=E_0r_c^2\).

The Kerker coefficients are \(c_0=0.51695\), \(c_2=-1.94280\), \(c_3=1.59040\), \(c_4=-0.47140\). Then \(p'''(1)=6c_3+24c_4=9.5424-11.3136=-1.7712\), and (25) gives \(j=0.73576\times1.7712=1.3032\), or \(J=1.20893\times10^{36}\ \mathrm{m^{-7/2}}\). In (22), \(2m_e/\hbar^2=1/(E_0r_c^2)=1.63820\times10^{38}\ \mathrm{J^{-1}m^{-2}}\) and \([V']=7.29623\times10^{-8}\) J/m, and the product \(1.63820\times10^{38}\times1.011428\times10^5\times7.29623\times10^{-8}\) returns \(1.20893\times10^{36}\). The law is \(E_0\times1.3032^2/(5\pi)\,k_c^{-5}=2.357\times10^{-19}\ \mathrm J\times k_c^{-5}\).

The Troullier-Martins coefficients are \(c_0=0.47416\), \(c_2=-1.09938\), \(c_4=-0.24173\), \(c_6=1.90296\), \(c_8=-2.35490\), \(c_{10}=1.27866\), \(c_{12}=-0.26662\), and \(-c_2^2/5=-0.24173\) as required. The fifth derivative is \(720c_6+6720c_8+30240c_{10}+95040c_{12}=1370.1-15824.9+38666.7-25339.6=-1127.7\), which gives \(j\approx830\). The cancellation costs digits of the rounded coefficients, and the unrounded value is \(j=829.88\), or \(J=2.74920\times10^{59}\ \mathrm{m^{-11/2}}\). With \([V''']=1.65922\times10^{16}\ \mathrm{J\,m^{-3}}\), (22) gives \(1.63820\times10^{38}\times1.011428\times10^5\times1.65922\times10^{16}=2.74920\times10^{59}\). The law is \(E_0\times829.88^2/(9\pi)\,k_c^{-9}=5.310\times10^{-14}\ \mathrm J\times k_c^{-9}\), equivalently \(1.63175\times10^{79}\ \mathrm{J\,m^{-9}}\times q_c^{-9}\). At \(k_c=32\pi=100.53\), \(k_c^9=1.0488\times10^{18}\) and the law gives \(5.063\times10^{-32}\) J. The total kinetic energies are \(2.1420\times10^{-18}\) J (TM) and \(2.1485\times10^{-18}\) J (Kerker).

The computed residual energies, and their ratios to the leading term of (19), are listed at \(k_c=n\pi\), where \(\sin2\theta_c=0\) and the first correction is absent. The integrals stop at \(160\pi\), which omits about \(5^{-5}\approx3\times10^{-4}\) of the law at \(k_c\) in the worst entry, Kerker at \(32\pi\), and less in the others. Restoring the omitted part raises that entry by one unit in the last digit, to \(3.325\times10^{-29}\) J and ratio 1.449.

| \(k_c\) | TM \(\Delta T\) (J) | ratio | Kerker \(\Delta T\) (J) | ratio |
|---|---|---|---|---|
| \(2\pi\) | \(4.395\times10^{-21}\) | 1.263 | \(7.448\times10^{-21}\) | 309 |
| \(4\pi\) | \(1.076\times10^{-23}\) | 1.584 | \(3.675\times10^{-23}\) | 48.9 |
| \(8\pi\) | \(1.725\times10^{-26}\) | 1.300 | \(2.148\times10^{-25}\) | 9.14 |
| \(16\pi\) | \(2.853\times10^{-29}\) | 1.100 | \(2.086\times10^{-27}\) | 2.84 |
| \(32\pi\) | \(5.198\times10^{-32}\) | 1.027 | \(3.324\times10^{-29}\) | 1.448 |

The cutoffs \(E_{\rm cut}=E_0k_c^2\) run from \(8.606\times10^{-17}\) J to \(2.203\times10^{-14}\) J. For Troullier-Martins the excess over the law falls from 0.300 to 0.100 to 0.027, by factors of 3.0 and 3.7 that approach the factor 4 of a \(k_c^{-2}\) correction, and at the five listed cutoffs the law is within a factor 1.6 of the computed value. This does not hold between them at the low end: between \(2\pi\) and \(4\pi\) the ratio ranges from about 0.8 to 4.6, and it is 4.3 at the 1 meV cutoff found below.

The Kerker orbital is far from its law over the whole table, and the origin term accounts for most of the excess from \(8\pi\) upward. Its dimensionless coefficient is \(\mathcal A=24e^{0.51695}\times1.59040=64.007\), so \(\rho=\mathcal A/j=49.116\). With \(\theta=k+\pi\), (12) and (14) combine to \(F\propto jk^{-4}(\sin k+\rho/k+\dots)\). The terms containing \(\rho\) add \(\int_{k_c}^\infty k^{-6}(2\rho\sin k/k+\rho^2/k^2)\,dk\simeq k_c^{-7}(2\rho\cos k_c+\rho^2/7)\), the sine being integrated by parts once, and this is to be divided by the leading \(k_c^{-5}/10\):

\[
\frac{\Delta T}{\text{law}}-1\simeq\frac{\tfrac{10}7\rho^2+20\rho\cos k_c}{k_c^2}=\frac{3446+982\cos k_c}{k_c^2}.\tag{28}
\]

At even multiples of \(\pi\) the numerator is 4428. Dividing by \(k_c^2=10106,\ 2527,\ 631.7\) gives 0.438, 1.75 and 7.0 at \(32\pi,\ 16\pi,\ 8\pi\), against the computed 0.448, 1.84 and 8.14. The remainder comes from terms left out of (28), those of order \(k_c^{-2}\) without \(\rho\) and those of higher order. The \(\rho^2\) term equals the law at \(k_c=\sqrt{3446}\approx59\). Below that value the leading term of the conical tip, with exponent 7, exceeds the leading term of the joint, and the table shows a fall between \(8\pi\) and \(16\pi\) by \(2.148\times10^{-25}/2.086\times10^{-27}=103=2^{6.7}\). Equation (28) also accounts for the measured exponent 5.105. A window of length \(2\pi\) between even multiples of \(\pi\) is the difference of two values of \(\Delta T\), in which the \(k^{-7}\) term is weighted by \(7/5\) relative to the \(k^{-5}\) term, so the relative excess is \(6200/k^2\). This is 0.1007 at \(79\pi\) and 0.0248 at \(159\pi\), and \(\ln(1.1007/1.0248)/\ln(159/79)=0.10\).

The cutoff for \(\Delta T=1.6022\times10^{-22}\) J (1 meV, about \(7.5\times10^{-5}\) of \(T\)) lies outside the asymptotic regime for both orbitals. For Troullier-Martins the law gives \(k_c=(5.310\times10^{-14}/1.6022\times10^{-22})^{1/9}=8.845\), while the computed residual reaches the target at \(k_c=10.411\), that is \(q_c=1.9674\times10^{11}\ \mathrm{m^{-1}}\) and \(E_{\rm cut}=E_0\times10.411^2=2.363\times10^{-16}\) J \(=1475\) eV. The law's cutoff energy is \((8.845/10.411)^2=0.72\) of the true one. For Kerker the law gives 4.301 against the computed 9.942, or \(E_{\rm cut}=2.155\times10^{-16}\) J \(=1345\) eV, and the law's cutoff energy is 0.19 of the true one.

At this target the orbital with the lower exponent needs the lower cutoff. Since \(\Delta T\) decreases monotonically, the Troullier-Martins residual is still above 1 meV at \(k_c=9.942\), where the Kerker residual equals it, whereas at \(2\pi\) and \(4\pi\) the Troullier-Martins value is the smaller. The two curves therefore cross at least twice between \(2\pi\) and \(4\pi\). The crossings lie at \(k_c\approx9.5\) and \(11.3\), and up to \(60\pi\) the Kerker residual is the smaller one only in this narrow window. This is a computed feature of these two orbitals at this radius, in a range where no truncation of (11) has been shown to be accurate, and it is not explained by (19). The crossing of the two leading laws, at \(k_c=(5.310\times10^{-14}/2.357\times10^{-19})^{1/4}=21.8\) or \(1.035\times10^{-15}\) J (6458 eV), does not locate the true change of order either, because the Kerker residual lies well above its law on both sides of that point, by factors of 48.9 at \(4\pi\) and 9.14 at \(8\pi\). The exponent \(2M+1\) governs the limit \(q_cr_c\to\infty\), while the cutoff needed for a target of this size has to be found from (3) itself.

## Computed values

```
case: l M | j | A (s=3) | measured exponent | window/law (all dimensionless)
TM 1s: 0 4 | 829.88 | 0 | 9.009 | 1.0028
Kerker 1s: 0 2 | 1.3032 | 64.007 | 5.105 | 1.0110
odd-p M=4 1s: 0 4 | 25.27 | 223.37 | 7.005 | 1.0013
TM 2p: 1 4 | 308.02 | 0 | 8.999 | 0.9978
Kerker 2p: 1 2 | 0.49742 | 189.04 | 5.002 | 1.0001
even-p M=3 2p: 1 3 | -8.6343 | 0 | 7.007 | 1.0023
origin factor A/a_3 for l=0..3: [24, 144, 1152, 11520]
worked example: hydrogen 1s, rc = a0
rc = 5.291772e-11 m, E0 = hbar^2/(2 m rc^2) = 2.179872e-18 J
u(rc) = 1.011428e+05 m^-1/2, all-electron T = 2.179872e-18 J
TM 1s c_k (dimensionless):
  c0=0.47416 c2=-1.09938 c4=-0.24173 c6=1.90296 c8=-2.35490 c10=1.27866 c12=-0.26662
TM 1s: J = 2.74920e+59 m^-5.5, [V^(3)] = 1.65922e+16 J m^-3
TM 1s: T = 2.142033e-18 J, prefactor = 1.63175e+79 J m^-9
TM 1s: prefactor in qc*rc form = 5.30964e-14 J
  qc rc=2pi qc=1.1873e+11 1/m dT=4.395e-21 J law=3.479e-21 J ratio=1.263
  qc rc=4pi qc=2.3747e+11 1/m dT=1.076e-23 J law=6.795e-24 J ratio=1.584
  qc rc=8pi qc=4.7494e+11 1/m dT=1.725e-26 J law=1.327e-26 J ratio=1.300
  qc rc=16pi qc=9.4988e+11 1/m dT=2.853e-29 J law=2.592e-29 J ratio=1.100
  qc rc=32pi qc=1.8998e+12 1/m dT=5.198e-32 J law=5.063e-32 J ratio=1.027
TM 1s: dT = 1.6022e-22 J (1 meV) at qc rc = 10.411, law gives 8.845
  qc = 1.9674e+11 1/m, Ecut = 2.3629e-16 J = 1474.8 eV
Kerker 1s c_k (dimensionless):
  c0=0.51695 c2=-1.94280 c3=1.59040 c4=-0.47140
Kerker 1s: J = 1.20893e+36 m^-3.5, [V^(1)] = 7.29623e-08 J m^-1
Kerker 1s: T = 2.148523e-18 J, prefactor = 5.67955e+32 J m^-5
Kerker 1s: prefactor in qc*rc form = 2.35678e-19 J
  qc rc=2pi qc=1.1873e+11 1/m dT=7.448e-21 J law=2.407e-23 J ratio=309.466
  qc rc=4pi qc=2.3747e+11 1/m dT=3.675e-23 J law=7.521e-25 J ratio=48.859
  qc rc=8pi qc=4.7494e+11 1/m dT=2.148e-25 J law=2.350e-26 J ratio=9.139
  qc rc=16pi qc=9.4988e+11 1/m dT=2.086e-27 J law=7.345e-28 J ratio=2.840
  qc rc=32pi qc=1.8998e+12 1/m dT=3.324e-29 J law=2.295e-29 J ratio=1.448
Kerker 1s: dT = 1.6022e-22 J (1 meV) at qc rc = 9.942, law gives 4.301
  qc = 1.8788e+11 1/m, Ecut = 2.1547e-16 J = 1344.8 eV
Ecut at qc rc = 2,4,8,16,32 pi (J): 8.606e-17 3.442e-16 1.377e-15 5.508e-15 2.203e-14
TM and Kerker laws cross at qc rc = 21.786, Ecut = 1.0347e-15 J = 6458 eV
Kerker 1s origin/rc amplitude ratio = 49.116 /(q rc)
odd-p M=4 1s c_k: c0=0.5742 c2=-3.2155 c3=5.2414 c4=-4.6466 c5=2.1449 c6=-0.4052
upper limit of all q integrals: q rc = 502.65
```
